# Full-CI proton shielding of H2: sum over states and finite field: test program

```python
"""Proton shielding of H2: full CI by sum over states and by finite field.

Result under test (molecule along z, shielded proton N at z = +R/2):
  sigma = (2 sigma_xx + sigma_zz)/3,  sigma_xx = dia + para,
  dia  = kappa/2 <sum (y_O y_N + z_O z_N)/r_N^3>,
  para = -kappa sum_n Re <0|L_N,x/r_N^3|n><n|L_O,x|0>/(E_n - E_0),
lengths in bohr, energies in hartree, angular momenta in hbar;
kappa = mu_0 e^2/(4 pi m_e a_0), O = gauge origin on the z axis.
The same sigma_xx must follow from energies in finite B and nuclear moment.
Angular momenta are stored as real matrices G, with L = -i G.
"""
import numpy as np
from types import SimpleNamespace
from scipy import constants as sc
from scipy.linalg import eigh
from pyscf import gto, scf, dft, fci, ao2mo, lib

lib.num_threads(1)
a0 = sc.physical_constants['Bohr radius'][0]
B_unit = sc.hbar / (sc.e * a0**2)                 # atomic unit of field, tesla
kappa = 1e6 * sc.mu_0 * sc.e**2 / (4*np.pi*sc.m_e*a0)   # ppm


def setup(R, basis):
    """Orthonormal orbitals with definite x and y reflection parity."""
    mol = gto.M(atom=[['H', (0, 0, -R/2)], ['H', (0, 0, R/2)]],
                unit='Bohr', basis=basis, verbose=0)
    S = mol.intor('int1e_ovlp')
    points = np.array([[.31, .47, .23], [-.31, .47, .23], [.31, -.47, .23]])
    v = mol.eval_gto('GTOval_sph', points)
    ao_label = 2*(v[0]*v[1] < 0).astype(int) + (v[0]*v[2] < 0).astype(int)
    blocks, labels = [], []
    for lab in range(4):
        idx = np.where(ao_label == lab)[0]
        if len(idx) == 0:
            continue
        s, u = eigh(S[np.ix_(idx, idx)])
        keep = s > 1e-7
        block = np.zeros((len(S), keep.sum()))
        block[idx] = u[:, keep] / np.sqrt(s[keep])
        blocks.append(block)
        labels += [lab]*int(keep.sum())
    X = np.hstack(blocks)
    eri_ao = mol.intor('int2e', aosym='s8')
    eri = ao2mo.kernel(eri_ao, X)
    h = X.T @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ X
    i = np.arange(X.shape[1])
    hi, lo = np.maximum.outer(i, i), np.minimum.outer(i, i)
    return SimpleNamespace(mol=mol, R=R, X=X, labels=np.array(labels), h=h,
                           eri=eri, eri_ao=eri_ao, tri=hi*(hi+1)//2 + lo)


def singlet_pairs(s, symmetries):
    p, q = np.triu_indices(len(s.labels))
    keep = np.isin(s.labels[p] ^ s.labels[q], symmetries)
    p, q = p[keep], q[keep]
    return p, q, np.where(p == q, 0.5, np.sqrt(0.5))


def one_body(O, pairs):
    """Matrix of O(1)+O(2) between normalized symmetric orbital products."""
    p, q, norm = pairs
    P, Q, r, t = p[:, None], q[:, None], p[None, :], q[None, :]
    M = (O[P, r]*(Q == t) + (P == r)*O[Q, t]
         + O[P, t]*(Q == r) + (P == t)*O[Q, r])
    return 2*np.outer(norm, norm)*M


def hamiltonian(s, pairs):
    p, q, norm = pairs
    P, Q, r, t = p[:, None], q[:, None], p[None, :], q[None, :]
    G = s.eri[s.tri[P, r], s.tri[Q, t]] + s.eri[s.tri[P, t], s.tri[Q, r]]
    return one_body(s.h, pairs) + 2*np.outer(norm, norm)*G


def ground_state(s):
    pairs = singlet_pairs(s, [0])
    e, c = eigh(hamiltonian(s, pairs), subset_by_index=[0, 0])
    p, q, norm = pairs
    C = np.zeros_like(s.h)
    C[p, q] += norm*c[:, 0]
    C[q, p] += norm*c[:, 0]
    s.E0, s.C = e[0], C
    return e[0] + s.mol.energy_nuc()


def magnetic_integrals(s):
    """Quadrature of the magnetic operators, directly from their definition."""
    grid = dft.gen_grid.Grids(s.mol)
    grid.atom_grid = {'H': (70, 434)}
    grid.prune = None
    grid.build()
    names = ['pso', 'Lmid', 'dy', 'Lz', 'dmid', 'dshift', 'dzz']
    M = {k: np.zeros_like(s.h) for k in names}
    for start in range(0, len(grid.weights), 8000):
        xyz = grid.coords[start:start+8000]
        w = grid.weights[start:start+8000]
        f, fx, fy, fz = [a @ s.X for a in
                         s.mol.eval_gto('GTOval_sph_deriv1', xyz)]
        x, y, z = xyz.T
        zN = z - s.R/2
        r3 = (x*x + y*y + zN*zN)**1.5
        col = lambda a: a[:, None]
        fw = (f*col(w)).T
        M['pso'] += fw @ (col(y/r3)*fz - col(zN/r3)*fy)
        M['Lmid'] += fw @ (col(y)*fz - col(z)*fy)
        M['dy'] += fw @ fy
        M['Lz'] += fw @ (col(x)*fy - col(y)*fx)
        M['dmid'] += fw @ (col((y*y + z*zN)/r3)*f)
        M['dshift'] += fw @ (col(zN/r3)*f)
        M['dzz'] += fw @ (col((x*x + y*y)/r3)*f)
    s.hermiticity_error = np.abs(M['pso'] + M['pso'].T).max()
    for k in ['pso', 'Lmid', 'dy', 'Lz']:
        M[k] = (M[k] - M[k].T)/2
    s.M = M


def at_origin(s, zO):
    """Angular momentum and bilinear operator for gauge origin (0,0,zO)."""
    return s.M['Lmid'] + zO*s.M['dy'], s.M['dmid'] - zO*s.M['dshift']


def solve_excited(s):
    s.pi_pairs = singlet_pairs(s, [1])
    s.En, s.Vn = eigh(hamiltonian(s, s.pi_pairs))


def result(dxx, pxx, dzz):
    return SimpleNamespace(xx=dxx+pxx, dia=(2*dxx+dzz)/3, para=2*pxx/3,
                           iso=(2*(dxx+pxx)+dzz)/3, zz=dzz)


def fci_shielding(s, zO):
    L, d = at_origin(s, zO)
    density = 2*s.C @ s.C.T
    p, q, norm = s.pi_pairs

    def transitions(G):
        image = G @ s.C + s.C @ G.T
        return (2*norm*image[p, q]) @ s.Vn
    terms = -kappa*transitions(s.M['pso'])*transitions(L)/(s.En - s.E0)
    out = result(kappa/2*np.sum(density*d), terms.sum(),
                 kappa/2*np.sum(density*s.M['dzz']))
    ionisation = eigh(s.h, eigvals_only=True)[0] - s.E0
    out.bound_share = terms[s.En - s.E0 < ionisation].sum()/terms.sum()
    out.ionisation = ionisation
    return out


def orbital_shielding(s, F_ao, zO):
    """Two electrons in the lowest orbital of a local effective operator."""
    L, d = at_origin(s, zO)
    eps, V = eigh(s.X.T @ np.asarray(F_ao) @ s.X)
    phi = V[:, 0]
    gN, gL = V.T @ s.M['pso'] @ phi, V.T @ L @ phi
    para = -2*kappa*np.sum(gN[1:]*gL[1:]/(eps[1:] - eps[0]))
    return result(kappa*phi @ d @ phi, para, kappa*phi @ s.M['dzz'] @ phi)


def hartree_fock(s):
    mf = scf.RHF(s.mol)
    mf._eri = s.eri_ao
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    s.mf = mf
    s.F_hf = mf.get_hcore() + mf.get_j(s.mol, mf.make_rdm1())/2


def mixed_derivative(energy, step):
    return (energy(step, step) - energy(step, -step)
            - energy(-step, step) + energy(-step, -step))/(4*step**2)


def fci_finite_field(s, zO, symmetries, step):
    L, d = at_origin(s, zO)
    pairs = singlet_pairs(s, symmetries)
    H0 = hamiltonian(s, pairs)
    WL, WN, Wd = [one_body(O, pairs) for O in (L, s.M['pso'], d)]

    def energy(B, moment):
        H = H0 - 1j*(B/2*WL + moment*WN) + B*moment/2*Wd
        return eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0]
    return kappa*mixed_derivative(energy, step)


def hf_in_field(s, eri, zO, B, moment):
    """Self-consistent complex HF with the general exchange operator."""
    L, d = at_origin(s, zO)
    h = s.h - 1j*(B/2*L + moment*s.M['pso']) + B*moment/2*d
    F, D_old = h, 0
    for _ in range(100):
        phi = eigh(F)[1][:, 0]
        D = 2*np.outer(phi, phi.conj())
        J = np.einsum('pqrs,sr->pq', eri, D)
        K = np.einsum('prsq,rs->pq', eri, D)
        F = h + J - K/2
        if np.linalg.norm(D - D_old) < 1e-12:
            break
        D_old = D
    return np.trace((h + F) @ D).real/2, D


# equilibrium bond length: minimum of the full-CI energy
R_grid = np.array([1.39, 1.40, 1.41])
E_grid = [ground_state(setup(R, 'aug-cc-pvtz')) for R in R_grid]
c2, c1, _ = np.polyfit(R_grid - 1.40, np.array(E_grid) - E_grid[1], 2)
Re = 1.40 - c1/(2*c2)
assert c2 > 0 and R_grid[0] < Re < R_grid[-1]
print(f"kappa = {kappa:.4f} ppm")
print(f"R_e, full CI/aug-cc-pVTZ = {Re:.4f} bohr = {Re*a0*1e12:.2f} pm")

DZ, TZ, QZ = 'aug-cc-pVDZ', 'aug-cc-pVTZ', 'aug-cc-pVQZ without f'
no_f = [shell for shell in gto.basis.load('aug-cc-pvqz', 'H') if shell[0] < 3]
bases = {DZ: 'aug-cc-pvdz', TZ: 'aug-cc-pvtz', QZ: {'H': no_f}}
step = 3e-4
origins = {'centre': 0.0, 'proton N': Re/2, 'other proton': -Re/2}
spread, corr, main = {}, {}, {}
for name, basis in bases.items():
    s = setup(Re, basis)
    E_total = ground_state(s)
    magnetic_integrals(s)
    solve_excited(s)
    hartree_fock(s)
    ci = {k: fci_shielding(s, z) for k, z in origins.items()}
    hf = {k: orbital_shielding(s, s.F_hf, z) for k, z in origins.items()}
    values = [r.iso for r in ci.values()]
    spread[name] = max(values) - min(values)
    corr[name] = ci['centre'].iso - hf['centre'].iso
    main[name] = ci['centre'].iso

    # diamagnetic part with origin at N against the analytic 1/r_N integral
    with s.mol.with_rinv_origin((0, 0, Re/2)):
        rinv = s.X.T @ s.mol.intor('int1e_rinv') @ s.X
        pso_analytic = s.X.T @ s.mol.intor('int1e_prinvxp', comp=3)[0] @ s.X
    mean_rinv = np.sum(2*s.C @ s.C.T*rinv)
    assert abs(kappa/3*mean_rinv - ci['proton N'].dia) < 1e-3
    # axial symmetry: L_z annihilates the ground state
    assert np.linalg.norm(s.M['Lz'] @ s.C + s.C @ s.M['Lz'].T) < 1e-4

    print(f"--- {name}: {len(s.h)} orbitals, {len(s.En)} states in the sum")
    print(f"energy: full CI {E_total:.6f}, HF {s.mf.e_tot:.6f} hartree")
    for k in origins:
        print(f"origin {k}: full CI {ci[k].iso:.4f}, HF {hf[k].iso:.4f}, "
              f"difference {ci[k].iso-hf[k].iso:.4f} ppm")
    print(f"full-CI spread over origins = {spread[name]:.4f} ppm")

    if name == DZ:
        assert abs(fci.FCI(s.mf).kernel()[0] - E_total) < 1e-7
        # the library may carry the opposite overall sign
        error = min(np.abs(s.M['pso'] - pso_analytic).max(),
                    np.abs(s.M['pso'] + pso_analytic).max())
        assert error < 1e-4 and s.hermiticity_error < 1e-4
        ff = fci_finite_field(s, Re/2, [0, 1, 2, 3], step)
        assert abs(ff - ci['proton N'].xx) < 2e-3
        print(f"sigma_xx, origin N: sum {ci['proton N'].xx:.5f}, "
              f"finite field {ff:.5f} ppm")
        eri_full = ao2mo.restore(1, s.eri, len(s.h))
        hf_ff = kappa*mixed_derivative(
            lambda B, m: hf_in_field(s, eri_full, Re/2, B, m)[0], step)
        assert abs(hf_ff - hf['proton N'].xx) < 2e-3
        print(f"HF sigma_xx, origin N: sum {hf['proton N'].xx:.5f}, "
              f"finite field {hf_ff:.5f} ppm")
        D0, D1, D2 = [hf_in_field(s, eri_full, Re/2, B, 0)[1].real
                      for B in (0, 0.01, 0.02)]
        ratio = np.abs(D2 - D0).max()/np.abs(D1 - D0).max()
        assert 3.9 < ratio < 4.1
        print(f"HF density change on doubling B: factor {ratio:.3f}")
        longer = setup(Re + 0.02, basis)
        ground_state(longer)
        magnetic_integrals(longer)
        solve_excited(longer)
        slope = (fci_shielding(longer, 0.0).iso - ci['centre'].iso)/0.02
        print(f"d sigma/dR near R_e, origin centre = {slope:.2f} ppm/bohr")

    if name == TZ:
        ff = fci_finite_field(s, 0.0, [0, 1], step)
        assert abs(ff - ci['centre'].xx) < 2e-3
        print(f"sigma_xx, origin centre: sum {ci['centre'].xx:.5f}, "
              f"finite field {ff:.5f} ppm")
        for functional, xc in [('LDA (VWN)', 'lda,vwn'), ('PBE', 'pbe')]:
            ks = dft.RKS(s.mol)
            ks._eri = s.eri_ao
            ks.xc = xc
            ks.grids.level = 2
            ks.kernel(dm0=s.mf.make_rdm1())
            assert ks.converged
            value = orbital_shielding(s, ks.get_fock(), 0.0).iso
            print(f"{functional}, origin centre: {value:.4f} ppm, "
                  f"minus full CI {value-ci['centre'].iso:.4f} ppm")

# details of the largest basis
c, n, hc, hn = ci['centre'], ci['proton N'], hf['centre'], hf['proton N']
print(f"--- details, {QZ}")
print(f"<sum a0/r_N> = {mean_rinv:.5f}")
print(f"origin centre: sigma_xx {c.xx:.4f}, sigma_zz {c.zz:.4f} ppm")
for k, a, b in [('centre', c, hc), ('N', n, hn)]:
    print(f"origin {k}: full CI dia {a.dia:.4f}, para {a.para:.4f} ppm")
    print(f"origin {k}: HF dia {b.dia:.4f}, para {b.para:.4f} ppm")
    print(f"origin {k}: correlation in dia {a.dia-b.dia:.4f}, "
          f"in para {a.para-b.para:.4f} ppm")
    print(f"origin {k}: share of para from states below ionisation "
          f"= {100*a.bound_share:.1f} %")
print(f"lowest excitation in the sum = {s.En[0]-s.E0:.5f} hartree")
print(f"vertical ionisation energy = {c.ionisation:.5f} hartree")
print(f"finite-field step = {step:.1e} atomic units = {step*B_unit:.1f} T")
change = corr[QZ] - corr[TZ]
print(f"correlation effect, change from TZ to largest basis = {change:.4f} ppm")
print(f"main result: sigma = {main[QZ]:.3f} ppm, "
      f"correlation {corr[QZ]:.3f} ppm")

assert spread[QZ] < spread[DZ]
assert abs(main[QZ] - 26.7) < 0.2
assert 2*abs(change) < abs(corr[QZ]) < 1.0
print("checks complete")
```

Printed output:

```
kappa = 53.2514 ppm
R_e, full CI/aug-cc-pVTZ = 1.4041 bohr = 74.30 pm
--- aug-cc-pVDZ: 18 orbitals, 40 states in the sum
energy: full CI -1.164666, HF -1.128807 hartree
origin centre: full CI 26.3394, HF 26.1966, difference 0.1427 ppm
origin proton N: full CI 26.7959, HF 26.5556, difference 0.2403 ppm
origin other proton: full CI 25.8828, HF 25.8376, difference 0.0452 ppm
full-CI spread over origins = 0.9131 ppm
sigma_xx, origin N: sum 26.39376, finite field 26.39375 ppm
HF sigma_xx, origin N: sum 26.03328, finite field 26.03328 ppm
HF density change on doubling B: factor 4.001
d sigma/dR near R_e, origin centre = -10.08 ppm/bohr
--- aug-cc-pVTZ: 46 orbitals, 260 states in the sum
energy: full CI -1.172636, HF -1.133004 hartree
origin centre: full CI 26.5615, HF 26.3795, difference 0.1820 ppm
origin proton N: full CI 26.7183, HF 26.5259, difference 0.1924 ppm
origin other proton: full CI 26.4047, HF 26.2332, difference 0.1715 ppm
full-CI spread over origins = 0.3135 ppm
sigma_xx, origin centre: sum 25.93359, finite field 25.93358 ppm
LDA (VWN), origin centre: 26.3528 ppm, minus full CI -0.2087 ppm
PBE, origin centre: 26.6076 ppm, minus full CI 0.0461 ppm
--- aug-cc-pVQZ without f: 64 orbitals, 504 states in the sum
energy: full CI -1.173605, HF -1.133446 hartree
origin centre: full CI 26.5955, HF 26.4163, difference 0.1792 ppm
origin proton N: full CI 26.6706, HF 26.4819, difference 0.1887 ppm
origin other proton: full CI 26.5204, HF 26.3508, difference 0.1696 ppm
full-CI spread over origins = 0.1502 ppm
--- details, aug-cc-pVQZ without f
<sum a0/r_N> = 1.82218
origin centre: sigma_xx 25.9748, sigma_zz 27.8369 ppm
origin centre: full CI dia 26.0527, para 0.5428 ppm
origin centre: HF dia 25.8161, para 0.6002 ppm
origin centre: correlation in dia 0.2366, in para -0.0574 ppm
origin centre: share of para from states below ionisation = 0.0 %
origin N: full CI dia 32.3444, para -5.6738 ppm
origin N: HF dia 32.1890, para -5.7070 ppm
origin N: correlation in dia 0.1555, in para 0.0332 ppm
origin N: share of para from states below ionisation = 29.7 %
lowest excitation in the sum = 0.51372 hartree
vertical ionisation energy = 0.60317 hartree
finite-field step = 3.0e-04 atomic units = 70.5 T
correlation effect, change from TZ to largest basis = -0.0028 ppm
main result: sigma = 26.596 ppm, correlation 0.179 ppm
checks complete
```
